# Barrier difference and temperature dependence of a thermionic resistance ratio

## Question

I am stuck on an exercise about a ferroelectric junction used as a memory cell. Reversing the polarization changes the height of the barrier that electrons must cross. At 300 K the high-resistance state has 100 times the resistance of the low-resistance state, both read at the same small voltage. I am told to assume thermionic emission with equal prefactors in the two states. I have to find the difference between the barriers, and then predict the resistance ratio at 400 K.

Three things bother me. I don't know either barrier height, so how can I find their difference? The emission law has a factor \(T^2\) in front, and I don't see whether it enters the prediction. Finally, I argued that the ratio should go as \(1/T\), which gives \(100\times300/400=75\), but I can't justify it. Is "equal prefactors" really all I need?

## Answer

You don't need either barrier height, and the \(T^2\) drops out. The value 75 is wrong because it is the logarithm of the ratio that goes as \(1/T\). You do need one more assumption than the exercise states: the barrier difference must be the same at both temperatures. All of this follows from the current, so I'll start there.

### The current over one barrier

Let \(\phi\) be the height of the barrier top above the Fermi level of the emitting electrode, expressed as an energy. Treat the electrode as a free-electron metal with electron mass \(m\), and let \(x\) point towards the barrier. Electron energies \(E=p^2/2m\) are counted from the band bottom, and the Fermi level lies at \(E_F\). An electron gets across if its motion along \(x\) carries enough energy, \(p_x^2/2m>E_F+\phi\). With two spin states per phase-space cell \(h^3\), the outgoing current density is

\[
J_{\rm out}=\frac{2q}{h^3}\int \frac{p_x}{m}\,f(E)\,dp_x\,dp_y\,dp_z ,
\]

where \(q\) is the elementary charge and \(f\) the Fermi function. Every electron that counts has \(E-E_F\ge\phi\). If \(\phi\gg kT\), the 1 in the denominator of \(f\) is negligible and \(f\simeq e^{-(E-E_F)/kT}\). The integral then factorizes. The two transverse momenta give

\[
\int e^{-(p_y^2+p_z^2)/2mkT}\,dp_y\,dp_z=2\pi mkT .
\]

For the motion along \(x\), put \(\varepsilon=p_x^2/2m\), so that \(d\varepsilon=p_x\,dp_x/m\):

\[
e^{E_F/kT}\int_{E_F+\phi}^{\infty}e^{-\varepsilon/kT}\,d\varepsilon
=kT\,e^{-\phi/kT}.
\]

The Fermi energy has cancelled. Multiplying the pieces,

\[
J_{\rm out}=\frac{2q}{h^3}(2\pi mkT)(kT)e^{-\phi/kT}
=AT^2e^{-\phi/kT},\qquad A=\frac{4\pi qmk^2}{h^3}.
\]

One power of \(T\) comes from the transverse motion and one from the motion along \(x\).

Electrons also come back from the other electrode. A read voltage \(V\) puts its Fermi level lower by \(qV\). If the barrier top stays at a fixed height above the emitter's Fermi level, the returning electrons face a barrier \(\phi+qV\). For similar electrodes the net current density is

\[
J=AT^2e^{-\phi/kT}\left(1-e^{-qV/kT}\right).
\]

At \(V=0\) it vanishes, as it must in equilibrium.

### The ratio and the barrier difference

With electrode area \(S\), the resistance is

\[
R=\frac{V}{JS}=\frac{V}{SAT^2\left(1-e^{-qV/kT}\right)}\,e^{\phi/kT}.
\]

Call the barriers \(\phi_L\) and \(\phi_H\) in the low- and high-resistance states, and let \(\Delta=\phi_H-\phi_L\). Both states are read at the same \(V\) and \(T\), with the same \(S\) and \(A\). The fraction in front is therefore common to both, including its \(T^2\), and

\[
r\equiv\frac{R_H}{R_L}=\frac{e^{\phi_H/kT}}{e^{\phi_L/kT}}=e^{\Delta/kT}.
\]

This is why the separate heights are not needed. Taking the logarithm at \(T_1=300\) K, where \(r_1=100\),

\[
\Delta=kT_1\ln r_1=(0.025852\ \text{eV})(4.60517)=0.119\ \text{eV},
\]

or 119 meV.

The logarithm makes this inference forgiving. Differentiating gives \(\delta\Delta=kT_1\,\delta r_1/r_1\), so a 10 percent error in the measured ratio shifts \(\Delta\) by about 0.003 eV.

### The prediction at 400 K

Now assume that \(\Delta\) keeps its value on heating. Then

\[
\ln r_2=\frac{\Delta}{kT_2}=\frac{kT_1\ln r_1}{kT_2}=\frac{T_1}{T_2}\ln r_1
\quad\Longrightarrow\quad r_2=r_1^{\,T_1/T_2}.
\]

With \(T_2=400\) K,

\[
r_2=100^{3/4}=31.6\approx 32 .
\]

The direct route agrees: \(\Delta/kT_2=0.11905/0.034469=3.454\), and \(e^{3.454}=31.6\). Your \(1/T\) belongs to the exponent, not to the ratio.

The limits make sense. For \(\Delta=0\) the states are indistinguishable and \(r=1\). When \(kT\) grows well beyond \(\Delta\), the formula also tends to 1, provided \(kT\) is still small compared with the barriers themselves. On cooling it predicts an ever larger ratio, but there tunnelling eventually takes over, as discussed below.

### What the two resistances do

To see actual resistances, take a 10 nm film with a square electrode of edge 100 µm, so \(S=1.0\times10^{-4}\) cm². Let \(V=0.10\) V and \(\phi_L=0.80\) eV; then \(\phi_H=0.919\) eV. The free-electron constant is \(A=120\) A/(cm² K²).

At 300 K the currents are 38.5 pA and 0.385 pA, so

\[
R_L=\frac{0.10\ \text{V}}{38.5\times10^{-12}\ \text{A}}=2.6\times10^9\ \Omega,
\qquad R_H=2.6\times10^{11}\ \Omega .
\]

At 400 K the resistances are \(R_L=6.61\times10^5\ \Omega\) and \(R_H=2.09\times10^7\ \Omega\), whose ratio is again 31.6.

Heating lowers both resistances, by factors of about 3930 and 12 430. The high state gains more because its electrons have more energy to find. Dividing the two factors removes everything common to the states:

\[
\frac{R_H(T_1)/R_H(T_2)}{R_L(T_1)/R_L(T_2)}
=\exp\!\left[\frac{\Delta}{k}\left(\frac1{T_1}-\frac1{T_2}\right)\right]
=\frac{12\,430}{3930}=3.16 .
\]

That is the factor by which the ratio drops, \(100/3.16=31.6\).

These numbers can be obtained without the ratio law. I integrated the current over momentum numerically, with the full Fermi function and the inputs above, and adjusted \(\phi_H\) until the ratio at 300 K was 100. This gave \(\Delta=0.11905\) eV; the same barriers then gave a ratio of 31.623 at 400 K. The Boltzmann approximation is safe here: at 400 K the occupation at the lower barrier top is \(8\times10^{-11}\).

### If the prefactors differ, or the barrier difference changes

Suppose an extra factor \(c\) multiplies the resistance ratio, so that \(r=c\,e^{\Delta/kT}\), with \(c\) independent of temperature. Then \(e^{\Delta/kT_1}=r_1/c\), and

\[
\Delta=kT_1\ln\frac{r_1}{c},\qquad
r_2=c\left(\frac{r_1}{c}\right)^{T_1/T_2}
=r_1^{3/4}c^{1/4}.
\]

For \(c=2\), \(\Delta\) is 0.101 eV instead of 0.119 eV, and \(r_2=37.6\). Part of the ratio now comes from the prefactor, which does not shrink on heating.

A barrier difference that changes with temperature can matter more. In a ferroelectric this is a natural concern, because \(\Delta\) is produced by the polarization, which itself may depend on temperature. If \(\Delta\) at 400 K is a fraction \(g\) of its value at 300 K,

\[
r_2=e^{g\Delta/kT_2}=r_1^{\,gT_1/T_2}.
\]

For \(g=0.90\) this gives 22.4. A loss of 10 percent in \(\Delta\) removes 29 percent of the predicted ratio, because the change sits in an exponent.

The two effects can be hard to tell apart. Let \(\Delta(T)=\Delta_0-\alpha T\), with constant \(\Delta_0\) and \(\alpha\). Then

\[
e^{\Delta(T)/kT}=e^{-\alpha/k}\,e^{\Delta_0/kT},
\]

which looks just like a constant prefactor ratio \(c=e^{-\alpha/k}\). One measured ratio cannot separate \(c\) from \(\Delta\). If you measure at two temperatures and assume \(r=c\,e^{\Delta_0/kT}\), dividing the ratios eliminates \(c\):

\[
\Delta_0=\frac{k\ln(r_1/r_2)}{1/T_1-1/T_2}
=\frac{kT_1\ln(r_1/r_2)}{1-T_1/T_2}.
\]

With \(r_1=100\) and \(r_2=37.6\) this returns \(0.025852\times0.978/0.25=0.101\) eV, as it should. A third temperature is needed to check the assumed form: \(\ln r\) plotted against \(1/T\) should be a straight line.

### A leakage path in parallel

Suppose a leakage conductance \(G_s\) bypasses the barrier equally in both states. With \(G_L\) and \(G_H\) the thermionic conductances, the measured ratio is

\[
r=\frac{G_L+G_s}{G_H+G_s}.
\]

Let \(G_s=0.10\,G_H\) at 300 K. A measured ratio of 100 then means

\[
G_L=100(1.10\,G_H)-0.10\,G_H=109.9\,G_H ,
\]

and the true barrier difference is \(kT_1\ln109.9=0.1215\) eV. If \(G_s\) stays constant on heating, the thermionic conductances outgrow it by orders of magnitude. The measured ratio at 400 K is then \(109.9^{3/4}=33.9\), not 31.6. A leakage path that is itself thermally activated would behave differently.

### Which barrier have you inferred?

An electron outside a metal is attracted by its image charge, and an electric field \(F\) tilts the barrier. Near one electrode, the potential energy relative to the bare barrier top is

\[
U(x)=-\frac{q^2}{16\pi\epsilon x}-qFx ,
\]

where \(\epsilon\) is the high-frequency permittivity of the film. The maximum lies where \(q^2/(16\pi\epsilon x^2)=qF\), that is, at \(x_m=\sqrt{q/(16\pi\epsilon F)}\). There the two terms are equal, so the barrier is lowered by

\[
\delta\phi=2qFx_m=q\sqrt{\frac{qF}{4\pi\epsilon}} .
\]

The read field is \(0.10\ \text{V}/10\ \text{nm}=0.10\) MV/cm. With a relative permittivity of 4.0, the lowering is 0.060 eV. If it is the same in both states, it cancels in \(\Delta\). If the low state has a field of 0.12 MV/cm instead, its barrier is lowered by 0.0657 eV, and about 0.006 eV of the inferred \(\Delta\) comes from the image force.

So \(\Delta\) is the difference between the effective barriers under read conditions. The prediction at 400 K survives as long as that effective difference is constant. This estimate ignores the images in the second electrode.

### When tunnelling spoils the answer

Electrons can also pass through the barrier below its top. For a rough estimate, take a flat barrier, a tunnelling mass \(m_t=0.20\) electron masses, and transmission

\[
D=e^{-2\kappa d},\qquad \kappa=\frac{\sqrt{2m_tu}}{\hbar},
\]

at a depth \(u\) below the top, with \(D=1\) above it; \(d\) is the film thickness.

Measure the energy \(E\) of motion along \(x\) from the Fermi level. Integrating over transverse motion makes the supply of electrons proportional to \(kT\ln(1+e^{-E/kT})\), whose derivative with respect to \(E\) is \(-f(E)\). A small voltage therefore makes the supplies from the two electrodes differ by \(qVf(E)\), and the conductance is

\[
G\propto\int D(E)\,f(E)\,dE .
\]

For the barriers used above, this gives the following ratios in the limit of small voltage:

| Thickness (nm) | Ratio at 300 K | Ratio at 400 K |
|---|---|---|
| 5 | 4.2 | 4.4 |
| 8 | 27 | 32 |
| 10 | 100 | 32 |

At 10 nm your answer stands for this flat barrier and tunnelling mass, although at 300 K tunnelling carries about 4 percent of the small-voltage conductance in each state. At the 0.10 V used above its share is much larger, about 60 percent, because the voltage tilts the barrier and thins it near the top. The resistances at 300 K would then be about 2.5 times lower than the purely thermionic values, but their ratio would still be 100. These shares hold for a barrier with sharp corners and depend on the shape of the top. If the image force of each electrode rounds it (relative permittivity 4.0, same effective barrier heights), they become about 24 percent at small voltage and 36 percent at 0.10 V, and the ratio is about 99. Tunnelling cancels in the ratio because most of it passes close to the top. There \(E=\phi-u\), so \(f\simeq e^{-\phi/kT}e^{u/kT}\): the barrier height enters through the same factor \(e^{-\phi/kT}\) as in the current over the top. A lighter tunnelling mass can undo this: with \(m_t=0.10\) electron masses, the 10 nm ratio at 300 K is only about 8. So can a barrier that is not flat. If reversing the polarization raises only one side of the barrier by \(\Delta\), electrons tunnel through its thinned top. With \(m_t=0.20\) electron masses, the small-voltage ratio at 10 nm is then about 35 at 300 K and 15 at 400 K.

At 8 nm the 400 K ratio is still the thermionic one, but the 300 K ratio has collapsed from 100 to 27. This entry, like the peak value quoted below, is sensitive to the simple form of \(D\). With the full transmission of a rectangular barrier, including reflection at both interfaces and a Fermi level 5 eV above the band bottom, it is about 12, while the other table entries move by only a few percent. The ratio at the lower temperature suffers first because thermionic emission falls steeply on cooling, whereas tunnelling near the Fermi level does not need thermal excitation. At 5 nm the ratio is small at both temperatures and hardly changes. In this model, both thinner films have a *higher* ratio at 400 K than at 300 K, opposite to the thermionic prediction. At 8 nm the rise is not steady: the ratio peaks at about 57 near 330 K, then falls as thermionic emission takes over. Using \(kT\ln r\) would give a wrong barrier difference for the 5 nm film at both temperatures, and for the 8 nm film at 300 K.

### How close is this to a real device?

The example resembles a hafnium zirconium oxide memory capacitor in its thickness and read conditions. The read field is about a tenth of a rough switching field of 1 MV/cm and 2.5 percent of a rough breakdown field of 4 MV/cm, so the model assumes that reading leaves the polarization alone. The barrier of 0.80 eV is a chosen effective value, low for a clean contact between a metal and hafnia, where more than 1 eV is more typical. Real films also contain defects that carry current, and this breaks the assumption of a single thermionic path. The modest constant leakage considered above moves the 400 K ratio from 31.6 to 33.9; stronger or thermally activated leakage could move it further, in a direction that depends on the defects. Scattering in the oxide, or an electron mass there below the free-electron mass, can also reduce the thermionic currents below the values given above. Such a reduction leaves the ratio alone if it is by the same factor in both states. Tunnelling is the first thing to check, and not only in films a few nanometres thick, because a higher barrier suppresses thermionic emission far more than tunnelling. In the rough model above, a 10 nm film with \(\phi_L=1.5\) eV and the same \(\Delta\) has a ratio of only about 9 at 300 K, not 100.

For the exercise as set, then, write down the constant barrier difference as an explicit assumption beside the equal prefactors.

## Numbers as computed

```
Temperatures: 300 and 400 K
Resistance ratio at 300 K: 100
ln of this ratio: 4.60517
kT at 300 K: 0.025852 eV
kT at 400 K: 0.034469 eV
Barrier difference, momentum integral: 0.11905 eV
Barrier difference, formula: 0.11905 eV
Delta/kT at 400 K: 3.45388
Ratio at 400 K, momentum integral: 31.623
Ratio at 400 K, formula: 31.623
Wrong linear scaling at 400 K: 75.0
Low, high barrier: 0.800, 0.919 eV
Film thickness: 10 nm
Electrode edge: 100 um; area: 1.0e-04 cm2
Read voltage: 0.10 V
Richardson constant: 120.17 A/(cm2 K2)
R low, high at 300 K: 2.597e+09, 2.597e+11 ohm
I low-R, high-R at 300 K: 38.5, 0.385 pA
R low, high at 400 K: 6.610e+05, 2.090e+07 ohm
I low-R, high-R at 400 K: 1.51e+05, 4.78e+03 pA
Fall of R low on heating: factor 3929.6
Fall of R high on heating: factor 12426.6
Prefactor mismatch c: 2.0
  inferred barrier difference: 0.1011 eV
  ratio at 400 K: 37.61
Delta retained at 400 K: 90 percent
  ratio at 400 K: 22.39
Leakage / high-state conductance at 300 K: 0.10
  true barrier difference: 0.1215 eV
  measured ratio at 400 K: 33.94
Optical relative permittivity: 4.0
Image lowering at 0.10 MV/cm: 0.0600 eV
Image lowering at 0.12 MV/cm: 0.0657 eV
Difference of image lowerings: 0.0057 eV
Read field / rough switching field: 0.100
Read field / rough breakdown field: 0.025
Oxide tunnelling mass: 0.20 electron masses
Ratio with tunnelling, 5 nm: 4.18 at 300 K, 4.39 at 400 K
Ratio with tunnelling, 8 nm: 26.76 at 300 K, 31.61 at 400 K
Ratio with tunnelling, 10 nm: 99.94 at 300 K, 31.62 at 400 K
Tunnelling share at 10 nm, 300 K, low, high: 4.05, 4.11 percent
Occupation at low barrier top, 400 K: 8.33e-11
```
